# The free-projected 1s energy compared with the Dirac value: verification in Python

```python
# RESULT UNDER TEST: the lowest energy E_fp of the Dirac-Coulomb operator
# projected on free positive-energy states (channel kappa=-1) lies strictly
# below the Dirac 1s energy E = sqrt(1-nu^2) for every integer Z up to the
# critical coupling nu_c = 2/(pi/2+2/pi) of the projected operator.
# Symbols: nu = Z*alpha, units hbar=c=m=1, p momentum, e = sqrt(1+p^2),
# (A,B) free positive-energy spinor, (-B,A) free negative-energy spinor,
# w = weight of the Dirac 1s state on negative-energy free states.
# Guaranteed gap: E - E_fp >= (1+E) w/(1-w).
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import toeplitz, eigh
from scipy.special import spherical_jn

alpha = constants.fine_structure
mc2_eV = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0] * 1e6


def symbol0(om):
    """Fourier transform of Q_0(cosh t)."""
    return np.pi * np.tanh(np.pi * om / 2) / om


def symbol1(om):
    """Fourier transform of Q_1(cosh t)."""
    return np.pi * om / (np.tanh(np.pi * om / 2) * (1 + om**2))


def sinc_weights(symbol, h, n):
    """Convolution weights for band-limited functions with spacing h."""
    x, gw = np.polynomial.legendre.leggauss(20)
    edges = np.linspace(0, np.pi / h, 201)
    half = (edges[1] - edges[0]) / 2
    om = (edges[:-1, None] + half * (1 + x)[None, :]).ravel()
    wt = np.tile(gw * half, 200) * symbol(om)
    return h / np.pi * (np.cos(np.outer(np.arange(n) * h, om)) @ wt)


class Grid:
    """Uniform grid in ln p; potentials are scaled by e^(-1/2) on both sides."""

    def __init__(self, tmin, tmax, h):
        n = int(round((tmax - tmin) / h)) + 1
        self.p = np.exp(tmin + h * np.arange(n))
        self.e = np.hypot(1.0, self.p)
        self.A = np.sqrt((self.e + 1) / (2 * self.e))
        self.B = self.p / np.sqrt(2 * self.e) / np.sqrt(self.e + 1)
        q = np.sqrt(self.p / self.e)
        qq = np.outer(q, q) / np.pi
        self.G0 = qq * toeplitz(sinc_weights(symbol0, h, n))
        self.G1 = qq * toeplitz(sinc_weights(symbol1, h, n))
        A, B = self.A, self.B
        self.Gpp = np.outer(A, A) * self.G0 + np.outer(B, B) * self.G1
        self.Gmm = np.outer(B, B) * self.G0 + np.outer(A, A) * self.G1
        self.Gpm = -np.outer(A, B) * self.G0 + np.outer(B, A) * self.G1


def lowest_positive(scaled_H, e):
    """Lowest positive eigenvalue of H from the top of its bounded inverse."""
    s = 1 / np.sqrt(e)
    inv = np.linalg.inv(scaled_H) * np.outer(s, s)
    inv = (inv + inv.T) / 2
    n = len(e)
    return 1 / eigh(inv, eigvals_only=True, subset_by_index=[n - 1, n - 1])[0]


def projected_energy(g, nu):
    return lowest_positive(np.eye(len(g.p)) - nu * g.Gpp, g.e)


def dirac_energy_numeric(g, nu):
    d, k = np.diag(1 / g.e), np.diag(g.p / g.e)
    H = np.block([[d - nu * g.G0, k], [k, -d - nu * g.G1]])
    return lowest_positive(H, np.concatenate([g.e, g.e]))


def dirac_1s_momentum(p, nu):
    """Upper and lower 1s amplitudes times p, common factor dropped."""
    gam = np.sqrt(1 - nu**2)
    s, th = np.hypot(nu, p), np.arctan2(p, nu)
    up = gam * np.sin((gam + 1) * th) / s**(gam + 1)
    low = np.sin(gam * th) / (p * s**gam) \
        - gam * np.cos((gam + 1) * th) / s**(gam + 1)
    return up, nu / (1 + gam) * low


def split_1s(g, nu):
    """Normalized 1s state on the grid, split into free +/- energy parts."""
    up, low = dirac_1s_momentum(g.p, nu)
    xp = np.sqrt(g.p) * (g.A * up + g.B * low)
    xm = np.sqrt(g.p) * (-g.B * up + g.A * low)
    norm = np.sqrt(xp @ xp + xm @ xm)
    return xp / norm, xm / norm


def trial_data(g, nu):
    """w, Rayleigh quotient of the + part, and both sides of the identity."""
    E = np.sqrt(1 - nu**2)
    xp, xm = split_1s(g, nu)
    zp, zm = xp * np.sqrt(g.e), xm * np.sqrt(g.e)
    hp = zp @ zp - nu * zp @ g.Gpp @ zp
    hm = -zm @ zm - nu * zm @ g.Gmm @ zm
    w = xm @ xm
    return w, hp / (xp @ xp), hp - E * (xp @ xp), hm - E * w


# Fourier symbols of the kernels, and the critical coupling, by quadrature
def Q0(t):
    return 2 * np.arctanh(np.exp(-t))


def Q1(t):
    return np.cosh(t) * Q0(t) - 1


def transform(Q, om):
    f = lambda t: 2 * Q(t) * np.cos(om * t)
    return quad(f, 0, 1, limit=200)[0] + quad(f, 1, 25, limit=200)[0]


for om in (0.7, 2.0):
    assert abs(transform(Q0, om) - symbol0(om)) < 1e-7
    assert abs(transform(Q1, om) - symbol1(om)) < 1e-7
int_Q0, int_Q1 = transform(Q0, 0.0), transform(Q1, 0.0)
nu_c = 2 / (np.pi / 2 + 2 / np.pi)
assert abs(2 * np.pi / (int_Q0 + int_Q1) - nu_c) < 1e-7

# Closed momentum amplitudes against direct Bessel transforms
Z_nd = 60
nu = Z_nd * alpha
E_nd = np.sqrt(1 - nu**2)


def bessel_transform(l, p):
    f = lambda r: r**(E_nd + 1) * np.exp(-nu * r) * spherical_jn(l, p * r)
    return quad(f, 0, 100, limit=400)[0]


for p in (0.3, 1.5):
    up, low = dirac_1s_momentum(p, nu)
    direct = (1 - E_nd) / nu * bessel_transform(1, p) / bessel_transform(0, p)
    assert abs(low / up - direct) < 1e-6

# Small-momentum ratio lower/(p*upper): differs from the free value 1/2
p_small = 1e-3 * nu
up, low = dirac_1s_momentum(p_small, nu)
ratio_small = low / up / p_small
assert abs(ratio_small - (E_nd + 2) / (3 * (1 + E_nd))) < 1e-5
assert ratio_small > 0.5 + 1e-3

# The unprojected matrix reproduces the Dirac energy
grid = Grid(-17.0, 60.0, 0.2)
dirac_num = {}
for Z in (1, Z_nd, 120):
    dirac_num[Z] = dirac_energy_numeric(grid, Z * alpha)
    assert abs(dirac_num[Z] - np.sqrt(1 - (Z * alpha)**2)) < 1e-8

# Every integer Z up to the critical coupling
Z_max = int(nu_c / alpha)
long_grid = Grid(-17.0, 200.0, 0.2)
rows = {}
for Z in range(1, Z_max + 1):
    v = Z * alpha
    E = np.sqrt(1 - v**2)
    E_fp = projected_energy(long_grid if Z == Z_max else grid, v)
    w, R_plus, lhs, rhs = trial_data(grid, v)
    bound = (1 + E) * w / (1 - w)
    assert E_fp < E
    assert E - E_fp > bound > 0
    assert E_fp <= R_plus + 1e-11 and R_plus <= E - bound + 1e-11
    assert abs(lhs - rhs) < 1e-9
    rows[Z] = (v, E, E_fp, R_plus, w, bound)
smallest_ratio = min((r[1] - r[2]) / r[5] for r in rows.values())

# Convergence of the projected energies
fine = Grid(-17.0, 60.0, 0.15)
conv_nd = abs(projected_energy(fine, nu) - rows[Z_nd][2])
assert conv_nd < 1e-9
conv_top = abs(projected_energy(Grid(-17.0, 160.0, 0.2), Z_max * alpha)
               - rows[Z_max][2])
assert conv_top < 1e-5

# Leading small-nu law of the gap, extrapolated linearly from Z = 1 and 2
scaled = {Z: (rows[Z][1] - rows[Z][2]) / rows[Z][0]**5 for Z in (1, 2)}
coef_num = 2 * scaled[1] - scaled[2]
coef = 4 / (3 * np.pi)
assert abs(coef_num / coef - 1) < 0.04

# Direct maximization of the energy over span(phi) + negative-energy space
short = Grid(-13.0, 12.0, 0.2)
root_e = np.sqrt(short.e)
ee = np.outer(root_e, root_e)
Hpp = np.diag(short.e) - nu * ee * short.Gpp
Hmm = -np.diag(short.e) - nu * ee * short.Gmm
Hpm = -nu * ee * short.Gpm


def sup_energy(phi):
    phi = phi / np.linalg.norm(phi)
    row = phi @ Hpm
    M = np.block([[np.array([[phi @ Hpp @ phi]]), row[None, :]],
                  [row[:, None], Hmm]])
    return np.linalg.eigvalsh(M)[-1]


sup_exact = sup_energy(split_1s(short, nu)[0])
sup_other = sup_energy(split_1s(short, 50 * alpha)[0])
sup_ground = sup_energy(np.linalg.eigh(Hpp)[1][:, 0])
assert abs(sup_exact - E_nd) < 1e-7
assert sup_other > E_nd and sup_ground > E_nd - 1e-7

# Above nu_c the projected energy falls in proportion to the momentum cutoff
nu_over = 0.95
collapse = []
for tmax in (25.0, 30.0):
    g = Grid(-5.0, tmax, 0.2)
    r = np.sqrt(g.e)
    H = np.outer(r, r) * (np.eye(len(r)) - nu_over * g.Gpp)
    collapse.append(np.linalg.eigvalsh(H)[0])
assert collapse[0] < -1e3
log_ratio = np.log(collapse[1] / collapse[0])
assert abs(log_ratio - 5) < 0.05

v, E, E_fp, R_plus, w, bound = rows[Z_nd]
print(f"1/alpha = {1/alpha:.6f} (no unit)")
print(f"electron rest energy mc^2 = {mc2_eV:.3f} eV")
print(f"integral of Q0(cosh t) = {int_Q0:.6f}, of Q1(cosh t) = {int_Q1:.6f}")
print(f"critical coupling nu_c = {nu_c:.6f}, nu_c/alpha = {nu_c/alpha:.3f}")
print("Hydrogen-like Nd, Z = 60, energies in mc^2:")
print(f"  nu = {v:.6f} (no unit)")
print(f"  Dirac energy, closed form = {E:.9f}")
print(f"  Dirac energy, numerical = {dirac_num[Z_nd]:.9f}")
print(f"  projected energy E_fp = {E_fp:.9f}")
print(f"  trial energy R(psi+) = {R_plus:.9f}")
print(f"  negative-energy weight w = {w:.6e} (no unit)")
print(f"  guaranteed gap = {bound:.6e}")
print(f"  gap from trial state E-R(psi+) = {E-R_plus:.6e}")
print(f"  true gap E-E_fp = {E-E_fp:.6e}")
print(f"  small-p ratio lower/(p*upper) = {ratio_small:.6f} (free: 0.5)")
print(f"  change of E_fp on finer grid = {conv_nd:.1e}")
print("Hydrogen-like Nd, main results in eV:")
print(f"  Dirac binding energy = {(1-E)*mc2_eV:.2f} eV")
print(f"  projected binding energy = {(1-E_fp)*mc2_eV:.2f} eV")
print(f"  true gap = {(E-E_fp)*mc2_eV:.2f} eV")
print("Supremum over span(phi)+H-, minus Dirac energy, Z = 60, in mc^2:")
print(f"  phi = + part of the Dirac 1s state: {sup_exact-E_nd:.1e}")
print(f"  phi = + part of the Z=50 1s state: {sup_other-E_nd:.3e}")
print(f"  phi = projected ground state: {sup_ground-E_nd:.3e}")
print("Z, nu, Dirac E, E_fp, gap, guaranteed gap (energies in mc^2):")
for Z in (1, 20, 40, 60, 80, 100, 120, Z_max):
    a, b, c, _, _, f = rows[Z]
    print(f"  {Z:3d} {a:.5f} {b:.6f} {c:.6f} {b-c:.4e} {f:.4e}")
print(f"number of Z values checked = {len(rows)}")
print(f"smallest true gap / guaranteed gap = {smallest_ratio:.4f}")
print(f"change of E_fp at Z = {Z_max} with cutoff = {conv_top:.1e} mc^2")
print(f"gap/nu^5 at Z=1: {scaled[1]:.5f}, at Z=2: {scaled[2]:.5f}")
print(f"extrapolated: {coef_num:.5f}, 4/(3 pi) = {coef:.5f}")
print(f"nu = {nu_over}: lowest projected energy in mc^2")
print(f"  cutoff ln p = 25: {collapse[0]:.4e}")
print(f"  cutoff ln p = 30: {collapse[1]:.4e}")
print(f"  log of their ratio = {log_ratio:.4f}")
print("no test failed")
```

It prints:

```
1/alpha = 137.035999 (no unit)
electron rest energy mc^2 = 510998.951 eV
integral of Q0(cosh t) = 4.934802, of Q1(cosh t) = 2.000000
critical coupling nu_c = 0.906037, nu_c/alpha = 124.160
Hydrogen-like Nd, Z = 60, energies in mc^2:
  nu = 0.437841 (no unit)
  Dirac energy, closed form = 0.899052348
  Dirac energy, numerical = 0.899052348
  projected energy E_fp = 0.897001079
  trial energy R(psi+) = 0.897071261
  negative-energy weight w = 4.873447e-04 (no unit)
  guaranteed gap = 9.259444e-04
  gap from trial state E-R(psi+) = 1.981087e-03
  true gap E-E_fp = 2.051269e-03
  small-p ratio lower/(p*upper) = 0.508859 (free: 0.5)
  change of E_fp on finer grid = 5.6e-16
Hydrogen-like Nd, main results in eV:
  Dirac binding energy = 51584.14 eV
  projected binding energy = 52632.34 eV
  true gap = 1048.20 eV
Supremum over span(phi)+H-, minus Dirac energy, Z = 60, in mc^2:
  phi = + part of the Dirac 1s state: 4.2e-12
  phi = + part of the Z=50 1s state: 3.437e-03
  phi = projected ground state: 7.283e-05
Z, nu, Dirac E, E_fp, gap, guaranteed gap (energies in mc^2):
    1 0.00730 0.999973 0.999973 8.1339e-12 6.3959e-12
   20 0.14595 0.989292 0.989278 1.4110e-05 9.2826e-06
   40 0.29189 0.956451 0.956127 3.2413e-04 1.7873e-04
   60 0.43784 0.899052 0.897001 2.0513e-03 9.2594e-04
   80 0.58379 0.811906 0.803692 8.2144e-03 2.8926e-03
  100 0.72974 0.683730 0.655335 2.8395e-02 7.0214e-03
  120 0.87568 0.482888 0.352481 1.3041e-01 1.5098e-02
  124 0.90487 0.425684 0.156729 2.6896e-01 1.7553e-02
number of Z values checked = 124
smallest true gap / guaranteed gap = 1.2717
change of E_fp at Z = 124 with cutoff = 5.4e-08 mc^2
gap/nu^5 at Z=1: 0.39307, at Z=2: 0.37179
extrapolated: 0.41436, 4/(3 pi) = 0.42441
nu = 0.95: lowest projected energy in mc^2
  cutoff ln p = 25: -6.8796e+05
  cutoff ln p = 30: -1.0210e+08
  log of their ratio = 5.0000
no test failed
```
